# Uniform current density does not imply uniform atomic flux

Let $\mathbf j$ be the electric current density in a metal, taken positive along the electron flow, and let $\mathbf J$ be the electromigration flux, the number of metal atoms that the current drives across unit area in unit time. What can the divergence of $\mathbf J$ be if the metal is isotropic and uniform apart from its temperature $T$, which varies slowly, and if $\mathbf J$ is linear in $\mathbf j$ at given $T$? It is a scalar, linear in $\mathbf j$, and to first order in gradients two such scalars can be formed: $\nabla\cdot\mathbf j$ and $\mathbf j\cdot\nabla T$. In a steady current, charge conservation removes the first. What remains is

$$\nabla\cdot\mathbf J=g(T)\,\mathbf j\cdot\nabla T .$$

Symmetry gives no reason for $g(T)$ to vanish. Relative to the flux itself, the coefficient must have the dimension of an inverse temperature. If atoms move by crossing a barrier $E_a$, two such quantities are at hand, $E_a/(kT^2)$ and $1/T$, with $k$ the Boltzmann constant. The first is larger by the factor $E_a/(kT)$, which is about 15 in the example below. So one expects a uniform current to remove or pile up atoms wherever the temperature changes along it.

## An example: a line with uniform current density

**The line.** A metal film of length $L=100$ µm, width $w=5$ µm and thickness $t=500$ nm lies on an oxide of thickness $h=1000$ nm. Its cross-section and microstructure are uniform, and its ends are held at 473 K. The current density is 2.0 MA/cm² everywhere: the current is the same through each section, even if the resistivity varies along the line. Let $x$ run along the electron flow from the cathode end, $x=-L/2$, to the anode end, $x=L/2$.

**The drift law.** Atoms hop between neighbouring sites a distance $a$ apart. Without a force, each atom hops at the rate $\Gamma=(D_0/a^2)e^{-E_a/kT}$ in either direction, with $T$ taken at the midpoint of the link. The mean square displacement after time $\tau$ is $2\Gamma a^2\tau=2D\tau$, so $D=\Gamma a^2=D_0e^{-E_a/kT}$. Vacancies are assumed to stay at local equilibrium, so $E_a$ contains both their formation and their migration energy.

A force $F$ lowers the barrier by $Fa/2$ forwards and raises it by $Fa/2$ backwards. For equal occupation of the two sites, the net rate is

$$\Gamma e^{Fa/2kT}-\Gamma e^{-Fa/2kT}=2\Gamma\sinh\frac{Fa}{2kT}\approx\Gamma\frac{Fa}{kT}.$$

Here $Fa/2kT$ is about $1.8\times10^{-5}$, so the linear form suffices. Multiplication by $a$ gives the drift velocity

$$v=\Omega J=\frac{D(T)\,F}{kT},$$

where $\Omega$ is the volume per atom and the atomic concentration $C=1/\Omega$ is initially uniform.

**The force.** Write $F=|Z^*|e\rho j$, with $e>0$, resistivity $\rho$ and effective charge number $Z^*<0$, so that atoms drift with the electrons. If the force comes mainly from electrons scattered by the moving atom, it can be estimated as follows. Electrons of density $n$, mass $m_e$ and Fermi speed $v_F$ have the mean drift $j/(ne)$. With a scattering cross-section $s$, the momentum given up per unit time is

$$F\approx(n v_F s)\,m_e\frac{j}{ne}=\frac{m_e v_F s}{e}\,j .$$

This does not contain $\rho$. For fixed $s$ and $v_F$, the product $|Z^*|\rho$ is therefore independent of temperature, and I take it so. With $|Z^*|=5$ and $\rho=5.0$ µΩ cm, the field $\rho j$ is 10 V/cm, and $F=0.0050$ eV/µm at every point of the line.

**The temperature.** Let $\theta=T-473$ K. In a slice of the line, conduction along the metal and Joule heating balance the heat lost through the oxide:

$$\kappa wt\,\theta''+\rho j^2wt-\kappa_{ox}w\frac{\theta}{h}=0 .$$

Division by $\kappa wt$ gives

$$\theta''-\frac{\theta}{\lambda^2}+\frac{\rho j^2}{\kappa}=0,\qquad \lambda^2=\frac{\kappa th}{\kappa_{ox}} .$$

A constant solution is $\theta_\infty=\rho j^2\lambda^2/\kappa$. The homogeneous solution that is even in $x$ is $\cosh(x/\lambda)$, and $\theta(\pm L/2)=0$ fixes its factor:

$$\theta=\theta_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}\right].$$

With $\kappa=200$ and $\kappa_{ox}=1.3$ W/(m K), $\lambda^2=200\times0.5\times1/1.3=77$ µm², so $\lambda=8.8$ µm and $\theta_\infty=7.7$ K. The midpoint is at 480.6 K. At the cathode end the slope is $\theta_\infty\tanh(L/2\lambda)/\lambda=0.88$ K/µm.

**The flux.** Take $E_a=0.60$ eV and $D_0=3.0\times10^{-6}$ cm²/s. At the ends $D=1.21\times10^{-12}$ cm²/s and $v=54$ nm/h. At the midpoint, with the same current density and the same force, $v=67$ nm/h. The ratio follows from the drift law:

$$\frac{v_{mid}}{v_{end}}=\frac{473}{480.64}\exp\left[14.72\left(1-\frac{473}{480.64}\right)\right]=0.984\times1.264=1.24 .$$

Less than 8 K has changed the atomic flux by 24 %. More atoms leave the cathode half at the midpoint than enter it at the end. The difference, 13 nm/h, is the length of full cross-section lost per hour. The anode half gains as much. Reversing the current exchanges the two halves.

## The general statement and its proof

Suppose that the electromigration flux is $\mathbf J=m\,\mathbf j$, with a local scalar coefficient

$$m=\frac{C D|Z^*|e\rho}{kT}.$$

In a steady current,

$$\nabla\cdot\mathbf J=\mathbf j\cdot\nabla m .$$

If $m$ depends on position through temperature alone, then

$$\nabla\cdot\mathbf J=m\,S\,\mathbf j\cdot\nabla T,\qquad S=\frac{E_a}{kT^2}-\frac1T+\frac{d\ln(|Z^*|\rho)}{dT}.$$

**Proof.** The product rule gives $\nabla\cdot(m\mathbf j)=m\,\nabla\cdot\mathbf j+\mathbf j\cdot\nabla m$, and the first term vanishes. If $m=m(T)$, then $\nabla m=m'(T)\nabla T=m\,(d\ln m/dT)\nabla T$. With $C$ and $D_0$ constant,

$$\ln m=\text{const}-\frac{E_a}{kT}-\ln T+\ln(|Z^*|\rho),$$

and its derivative is $S$. This completes the proof.

Atoms obey $\partial C/\partial t=-\nabla\cdot\mathbf J$, so for $S>0$ material is lost where the temperature rises along the electron flow and gathers where it falls. A gradient at right angles to $\mathbf j$ gives no divergence.

The uniformity of $\mathbf j$ appears nowhere in this result. It is not sufficient for a uniform atomic flux, as the line shows. Nor is it necessary for zero divergence. Take, in a unit square,

$$j_x=1+0.6\cos2x\cosh2y,\qquad j_y=0.6\sin2x\sinh2y .$$

Its divergence is $-1.2\sin2x\cosh2y+1.2\sin2x\cosh2y=0$, while its magnitude varies by a factor of about four. At a uniform 473 K, the net atomic outflow through the four sides, computed by quadrature, is zero to rounding. When $T$ rises by 8 K across the square in $x$ and by 3 K in $y$, the net outflow is 21 % of the inflow through the side $x=0$. A crowded current in a real conductor also heats it unevenly, and then $m$ is no longer uniform.

**Numbers for the line.** With $|Z^*|\rho$ constant, $S=3.11-0.21=2.90$ % per kelvin at the ends. The local loss rate at the cathode end is

$$\frac{dv}{dx}=vS\frac{dT}{dx}=53.6\,\frac{\text{nm}}{\text h}\times0.0290\,\frac1{\text K}\times0.877\,\frac{\text K}{\text{µm}}=1.36\,\frac{\text{nm}}{\text{h µm}},$$

or 0.14 % of the material per hour. Ten micrometres further in, it is 0.05 % per hour, mainly because the temperature slope decays over the length $\lambda$.

The hopping model allows a test that does not use $S$. With $a=0.286$ nm, gains minus losses were computed for each site along the line. They agree with $-dv/dx$ to within $3\times10^{-5}$ of its peak value, for the given force, for the reversed force, and for $E_a=0$.

**Without activation.** If $E_a=0$ and $F$ is constant, $S=-1/T$. The divergence changes sign, and at the same drift velocity and temperature slope it is about 14 times weaker. The loss at the cathode end is thus due to the activated diffusivity.

**Finite temperature differences.** For constant $F$, integration of $d\ln v=S\,dT$ from $T_1$ to $T_2$ gives

$$\frac{v_2}{v_1}=\frac{T_1}{T_2}\exp\left[\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right],$$

the ratio used above. For a small midpoint rise $\Delta T$, the loss of the cathode half is $v_{mid}-v_{end}\approx v_{end}S\Delta T$. In the example this gives $53.6\times0.0290\times7.64=11.9$ nm/h, 9 % below the full value. At fixed end temperature $v_{end}\propto j$ and $\Delta T\propto j^2$, so in this limit the loss grows as $j^3$.

**A short line.** For $L\ll\lambda$, $1-1/\cosh(L/2\lambda)\approx L^2/(8\lambda^2)$, and hence $\Delta T\approx\rho j^2L^2/(8\kappa)$. The oxide drops out, since the heat leaves through the ends. The loss is then proportional to $L^2$ and vanishes for very short lines.

**An imposed ramp.** If an external heater makes $T$ rise steadily along the electron flow, and Joule heating is negligible, the whole interior loses material. With the current reversed, the whole interior gains it.

## Thermomigration is a separate flux

The hopping rule above gives no flux at $F=0$, because both directions across a link have the same rate. That is an assumption about the hop. If the rate is instead set by the temperature of the site an atom leaves, the net rate at $F=0$ is $\Gamma(T_i)-\Gamma(T_{i+1})\approx-a\Gamma'(T)T'$. Multiplication by $a$ gives

$$v_{th}=-\frac{DE_a}{kT^2}T' .$$

The general form is $v_{th}=-DQ^*T'/(kT^2)$, with a heat of transport $Q^*$. The link rule has $Q^*=0$, the departure rule $Q^*=E_a$. Both rules assign the whole of $E_a$ to one place. In a vacancy hop the vacancy sits on the arrival site. If vacancies are at local equilibrium and the migration part $E_m$ is set by the departure site, the formation part $E_f$ enters with the opposite sign, and $Q^*=E_m-E_f$.

For an assumed $Q^*=0.10$ eV, the flux ratio at the cathode end is

$$\frac{v_{th}}{v}=-\frac{Q^*T'}{TF}=-\frac{0.10\times0.877}{473\times0.0050}=-0.037 .$$

The divergence is affected more. Differentiation gives

$$\frac{dv_{th}}{dx}=v_{th}\left[\frac{T''}{T'}+\left(\frac{E_a}{kT^2}-\frac2T\right)T'\right].$$

At this end $T''/T'\approx-1/\lambda=-0.114$ µm⁻¹, and the second term is $0.024$ µm⁻¹. Their sum, $-0.090$ µm⁻¹, stands against $ST'=0.025$ µm⁻¹ for electromigration. The ratio of divergences is $(-0.037)(-0.090)/0.025\approx0.13$. Thermomigration with this $Q^*$ adds 13 % to the loss at the cathode end and takes 13 % from the gain at the anode end, since its divergence is even in $x$ and that of electromigration is odd. The ratio is proportional to $Q^*$, so for $Q^*=E_a$ it would be about 0.8.

## Stress and real lines

The divergence found here is the initial one. In a confined line, lost material leaves tension $\sigma$ behind, and the force becomes $F+\Omega\,d\sigma/dx$. With an effective modulus $B$, $\partial\sigma/\partial t=B\,\partial v/\partial x$, so stress spreads with the diffusion coefficient $DB\Omega/(kT)$. For $B=50$ GPa it crosses the length $\lambda$ in a time of order $\lambda^2kT/(DB\Omega)=1.4$ h. If the ends stay free of stress and $D$ does not depend on stress, a steady state with uniform $v=v_s$ is possible, in which

$$\frac{d\sigma}{dx}=\frac F\Omega\left(\frac{v_s}{v(x)}-1\right),$$

where $v(x)$ is the drift velocity without stress. Tension rises from the cathode end until $v(x)=v_s$. Its peak is about 50 MPa, 15 µm from that end. The assumption about $D$ matters here. Vacancies at local equilibrium become more numerous under tension, by the factor $e^{\Omega\sigma/kT}$, which is 1.13 at 50 MPa. This is comparable with the 24 % variation of $v(x)$ that causes the stress, and including it lowers the steady peak to about 9 MPa, 4 µm from the cathode end. The tension is higher on the way there: in a line that starts without stress, it peaks at about 29 MPa after about 4 h, 8 µm from the cathode end. A confined line does not quite start that way, because its own Joule heating adds a compression that follows $\theta(x)$. For an assumed 2 MPa per kelvin, the gradient of this stress acts at first like a heat of transport of 0.1 eV and adds about 13 % to the initial loss at the cathode end. It lowers the transient peak to about 21 MPa and leaves the steady state unchanged. These figures leave out thermomigration, which is not a small correction here: with $Q^*=0.10$ eV the steady peak would be about 17 MPa instead of 9 MPa, and with $Q^*=-0.10$ eV about 3 MPa. The 9 MPa also rests on taking the full volume $\Omega$ in the stress factor of $D$; with $0.7\,\Omega$ the peak is about 14 MPa. A small tension peak does not mean a line free of stress: the steady state with the 9 MPa peak holds about 45 MPa of compression some 60 µm from the cathode end. The model does not say whether such a tension opens a void.

The parameters are rough values in the regime of accelerated tests on aluminium films. The current density and temperature are above usual service conditions, and $D_0$ depends strongly on grain structure. It scales all velocities but not the ratio 1.24. Heat spreading in the oxide would lower the temperature rise by 15 % for an uncapped line, and by about 30 % for a line buried in oxide with 1 µm above it, and warming of the substrate would return about 0.8 K under the line centre. Each kelvin at the midpoint moves the net loss by about 2 nm/h. A constant $Z^*$, with $\rho$ rising by 0.23 % per kelvin, would raise $S$ by 8 %. Real lines depart further from the model in two other ways. Their grains differ: at fixed temperature, force and $D_0$, a difference of 9 meV in $E_a$ changes the flux by the same 24 %. And where a line ends at a barrier that atoms cannot cross, the initial loss at the cathode end is the full 54 nm/h, four times the thermal loss of the cathode half. The thermal divergence is thus one possible source of damage among several. The numerical output below lists the inputs and the main results.

## Values computed for the example and the checks

```
Current density: 2.0 MA/cm2
Line length, width: 100, 5 um
Metal, oxide thickness: 500, 1000 nm
Metal, oxide conductivity: 200, 1.3 W/(m K)
End temperature: 473 K
Resistivity: 5.0 uohm cm; |Z*|: 5
Activation energy: 0.60 eV; D0: 3.0e-06 cm2/s
Hop length: 0.286 nm; atomic volume: 0.0166 nm3
Force on an atom: 0.0050 eV/um
Force x hop / (2kT) at end: 1.75e-05
Thermal healing length: 8.77 um
Long-line temperature rise: 7.69 K
Midpoint temperature: 480.64 K
Temperature slope at cathode end: 0.877 K/um
D at end: 1.21e-12 cm2/s
Ea/(kT) at end: 14.72
Ea/(kT^2) at end: 3.112 %/K
1/T at end: 0.211 %/K
S at end, constant force: 2.901 %/K
S at end, constant Z*: 3.131 %/K
x (um) | T (K) | v (nm/h) | dv/dx (%/h)
-50 | 473.00 | 53.61 | 0.1364
-40 | 478.23 | 62.28 | 0.0495
-30 | 479.90 | 65.30 | 0.0165
0 | 480.64 | 66.66 | 0.0000
30 | 479.90 | 65.30 | -0.0165
40 | 478.23 | 62.28 | -0.0495
50 | 473.00 | 53.61 | -0.1364
Flux ratio, midpoint to end: 1.2436
Net loss of cathode half: 13.06 nm/h
Hopping test, largest error / peak: 2.8e-05
Crowded box, max/min current density: 4.3
Box outflow/inflow, uniform T: 1.3e-15
Box T slopes along x, y: 8, 3 K per box side
Box outflow/inflow, with T slopes: 0.2060
Assumed heat of transport: 0.10 eV
Thermo/electro flux, cathode end: -0.037
Thermo/electro divergence, cathode end: 0.132
Thermo/electro divergence, anode end: -0.132
Resistivity slope assumed: 0.23 %/K
Midpoint rise with resistance feedback: 7.78 K
Rise factor from oxide heat spreading: 0.850
Substrate conductivity assumed: 90 W/(m K)
Substrate warming under line centre: 0.83 K
Grain Ea difference of equal effect: 8.89 meV
Confined-line modulus assumed: 50 GPa
Back-stress time over healing length: 1.39 h
Steady peak tension: 49.5 MPa
Position of peak tension: -35.1 um
```
